# From a transparency dip to an Autler-Townes doublet in a Lambda system: a program that tests the result

```python
"""Weak-probe susceptibility of a Lambda system (atomic units in the algebra).

Result under test:
  chi = 4 pi N d^2 * i / (g31 - i Dp + (W^2/4) / (g21 - i (Dp - Dc)))
N: number density, d: dipole of the probe transition 1-3,
g31, g21: decay rates of the coherences 3-1 and 2-1,
W: control Rabi frequency on 2-3, Dp, Dc: probe and control detunings.
For Dc = 0 the program also tests the pole structure, the maxima, the
transparency width and the passage to the Autler-Townes doublet.
"response" means chi / (4 pi N d^2); its imaginary part is the absorption.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def liouvillian(probe, control, dp, dc, decay1, decay2, dephasing):
    """Full master equation, density matrix flattened row by row."""
    h = np.zeros((3, 3), complex)
    h[1, 1] = -(dp - dc)
    h[2, 2] = -dp
    h[2, 0] = h[0, 2] = -probe / 2
    h[2, 1] = h[1, 2] = -control / 2
    one = np.eye(3)
    gen = -1j * (np.kron(h, one) - np.kron(one, h.T))
    for row, col, rate in ((0, 2, decay1), (1, 2, decay2),
                           (1, 1, 2 * dephasing)):
        jump = np.zeros((3, 3))
        jump[row, col] = np.sqrt(rate)
        loss = jump.T @ jump
        gen += np.kron(jump, jump)
        gen -= 0.5 * (np.kron(loss, one) + np.kron(one, loss.T))
    return gen


def steady_state(*args):
    gen = liouvillian(*args)
    gen[0] = np.eye(3).ravel()      # replace a redundant row by trace = 1
    rhs = np.zeros(9, complex)
    rhs[0] = 1
    return np.linalg.solve(gen, rhs).reshape(3, 3)


def master_response(probe, *args):
    return 2 * steady_state(probe, *args)[2, 0] / probe


def response(dp, dc, g31, g21, control):
    # multiplied through by the two-photon factor, so g21 = 0 is allowed
    two_photon = g21 - 1j * (dp - dc)
    return 1j * two_photon / ((g31 - 1j * dp) * two_photon + control**2 / 4)


def absorption(delta, g31, g21, control):
    return response(delta, 0.0, g31, g21, control).imag


def pole_parts(delta, g31, g21, control):
    """Below threshold: broad and narrow line. Above: doublet, interference."""
    total = g31 + g21
    disc = (g31 - g21)**2 - control**2
    if disc > 0:
        root = np.sqrt(disc)
        broad, narrow = (total + root) / 2, (total - root) / 2
        return ((broad - g21) / root * broad / (broad**2 + delta**2),
                (g21 - narrow) / root * narrow / (narrow**2 + delta**2))
    beta = np.sqrt(-disc) / 2
    q = (g31 - g21) / (4 * beta)
    right = (total / 2)**2 + (delta - beta)**2
    left = (total / 2)**2 + (delta + beta)**2
    return (total / 4 * (1 / right + 1 / left),
            q * ((delta - beta) / right - (delta + beta) / left))


def peak_position(g31, g21, control):
    m = g31 * g21 + control**2 / 4
    a = g21 * m
    const = a * ((g31 + g21)**2 - 2 * m) - g31 * m**2
    if const >= 0:
        return 0.0
    return np.sqrt((-a + np.sqrt(a * a - g31 * const)) / g31)


def window_width(g31, g21, control):
    """Numerical full width of the dip at half the bare line-centre value."""
    def shifted(x):
        return absorption(x, g31, g21, control) * g31 - 0.5
    return 2 * brentq(shifted, 0, peak_position(g31, g21, control),
                      xtol=1e-14)


def ideal_width(g31, control):
    return np.sqrt(g31**2 + control**2) - g31


def decay_rate(omega, dipole, light_speed):
    return 4 * omega**3 * dipole**2 / (3 * light_speed**3)


light_speed = 1 / fine_structure

# Spontaneous rate: golden rule with an explicit count of box modes
axis = np.arange(-43, 44)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
radius = np.sqrt(nx**2 + ny**2 + nz**2)
keep = (radius > 38) & (radius < 42)
unit = np.array([nx[keep], ny[keep], nz[keep]]) / radius[keep]
dip_vec = np.array([0.3, -0.5, 0.8])
transverse = dip_vec @ dip_vec - (dip_vec @ unit)**2
mode_omega = 2 * np.pi * light_speed * radius[keep]      # box side 1
shell = 2 * np.pi * light_speed * 4
counted = 2 * np.pi * np.sum(2 * np.pi * mode_omega * transverse) / shell
formula = decay_rate(2 * np.pi * light_speed * 40,
                     np.linalg.norm(dip_vec), light_speed)
# the finite shell and the discrete lattice leave errors below one percent
assert abs(counted / formula - 1) < 0.01

# Susceptibility against the steady state of the full master equation
for dp, dc, control, g21 in ((0.3, 0.1, 0.8, 0.05), (-0.7, 0.4, 1.9, 0.2),
                             (0.05, 0.0, 0.3, 0.01)):
    exact = master_response(1e-4, control, dp, dc, 0.6, 0.4, g21)
    assert abs(exact / response(dp, dc, 0.5, g21, control) - 1) < 1e-5

# The weak-probe error is quadratic in the probe amplitude
target = response(0.3, 0.1, 0.5, 0.05, 0.8)
errors = [abs(master_response(p, 0.8, 0.3, 0.1, 0.6, 0.4, 0.05) - target)
          for p in (0.02, 0.01)]
assert abs(errors[0] / errors[1] - 4) < 0.1

# Prefactor from energy balance: absorbed photons = decays back to state 1
density_t, dipole_t, probe_t = 0.002, 1.3, 1e-3
rho = steady_state(probe_t, 0.8, 0.3, 0.1, 0.6, 0.4, 0.05)
field_t = probe_t / dipole_t
chi_energy = 8 * np.pi * density_t * 0.6 * rho[2, 2].real / field_t**2
chi_formula = 4 * np.pi * density_t * dipole_t**2 * target.imag
assert abs(chi_energy / chi_formula - 1) < 1e-4

# Poles are decay constants of the full master equation; their line shapes
for control in (0.2, 0.42, 0.6, 3.0):
    g31, g21 = 0.5, 0.05
    spectrum = -np.linalg.eigvals(
        liouvillian(0, control, 0, 0, 0.6, 0.4, g21))
    root = np.sqrt(complex((g31 - g21)**2 - control**2))
    for sign in (1, -1):
        pole = (g31 + g21 + sign * root) / 2
        assert np.min(abs(spectrum - pole)) < 1e-7
    for delta in (0.0, 0.13, 1.4):
        exact = master_response(1e-4, control, delta, 0, 0.6, 0.4, g21).imag
        assert abs(sum(pole_parts(delta, g31, g21, control)) - exact) < 1e-5
    if control < g31 - g21:
        first, second = pole_parts(0.0, g31, g21, control)
        assert first > 0 > second

# Condition for a central dip, and its order relative to pole splitting
for g21 in (0.3, 0.7):
    dip_limit = 2 * np.sqrt(g21**3 / (1 + 2 * g21))
    for factor, expected in ((0.98, False), (1.02, True)):
        w = factor * dip_limit
        assert (absorption(1e-3, 1, g21, w)
                > absorption(0, 1, g21, w)) == expected
    assert (dip_limit < 1 - g21) == (g21 < 0.5)
limit_half = 2 * np.sqrt(0.5**3 / 2)
assert abs(limit_half - 0.5) < 1e-12

# Positions of the maxima and the conserved area
for g21, control in ((0.1, 0.5), (0.05, 3.0), (0.6, 2.0)):
    found = minimize_scalar(lambda x: -absorption(x, 1, g21, control),
                            bounds=(0, 3 * control), method="bounded",
                            options={"xatol": 1e-10})
    assert abs(found.x - peak_position(1, g21, control)) < 1e-5
    area = 2 * (quad(absorption, 0, 10, args=(1, g21, control), limit=200)[0]
                + quad(absorption, 10, np.inf, args=(1, g21, control))[0])
    assert abs(area - np.pi) < 1e-6

# No ground dephasing: maxima, their widths and the window, at any control
for control in (0.02, 0.3, 1.0, 4.0, 50.0):
    found = minimize_scalar(lambda x: -absorption(x, 1, 0, control),
                            bounds=(0, 2 * control), method="bounded",
                            options={"xatol": 1e-11})
    assert abs(found.x / (control / 2) - 1) < 1e-5
    assert abs(-found.fun - 1) < 1e-8

    def half_level(x):
        return absorption(x, 1, 0, control) - 0.5
    inner = brentq(half_level, 0, found.x, xtol=1e-14)
    outer = brentq(half_level, found.x, found.x + 5, xtol=1e-14)
    assert abs(outer - inner - 1) < 1e-8
    assert abs(2 * inner / ideal_width(1, control) - 1) < 1e-7
    if control == 0.02:
        assert abs(2 * inner / (control**2 / 2) - 1) < 1e-3
    if control == 50.0:
        assert abs(2 * inner / (control - 1) - 1) < 1e-3

# Interference in the doublet fades as g31 / (2 W), relative to the peak
for control in (40.0, 80.0):
    beta = np.sqrt(control**2 - 1) / 2
    grid = beta + np.linspace(-5, 5, 20001)
    plain = 0.25 / (0.25 + (grid - beta)**2) + 0.25 / (0.25 + (grid + beta)**2)
    remainder = np.max(abs(absorption(grid, 1, 0, control) - plain))
    assert abs(remainder * 2 * control - 1) < 0.05

# Equal coherence decay: narrow dip lost, strongly driven doublet kept
for control, expected in ((0.4, False), (10.0, True)):
    scan = np.array([master_response(1e-4, control, x, 0, 1.2, 0.8, 1.0).imag
                     for x in np.linspace(0, 8, 161)])
    assert (np.argmax(scan) > 0) == expected
    assert abs(pole_parts(0.7, 1, 1, control)[1]) < 1e-14

# Worked example
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
energy31, energy32 = 2.0, 1.9          # eV
dipole = 1.0                           # e angstrom, both transitions
density = 1e-14                        # per cubic angstrom
g21 = 1e-11                            # eV
controls = (4e-9, 2e-8, 2e-7)          # eV
rate1 = decay_rate(energy31 / hartree, dipole / bohr, light_speed) * hartree
rate2 = decay_rate(energy32 / hartree, dipole / bohr, light_speed) * hartree
g31 = (rate1 + rate2) / 2
chi_bare = (4 * np.pi * density * bohr**3 * (dipole / bohr)**2
            / (g31 / hartree))
wave_number = energy31 / hartree / light_speed / bohr
ground = g21 / g31
print(f"Transition energies 3-1, 3-2: {energy31:.1f}, {energy32:.1f} eV")
print(f"Transition dipole, both: {dipole:.1f} e angstrom")
print(f"Number density: {density:.1e} angstrom^-3")
print(f"Radiative width 3 to 1: {rate1:.4e} eV")
print(f"Radiative width 3 to 2: {rate2:.4e} eV")
print(f"Total width Gamma: {rate1 + rate2:.4e} eV")
print(f"Coherence decay g31: {g31:.4e} eV")
print(f"Coherence decay g21: {g21:.1e} eV")
print(f"Pole threshold g31-g21: {g31 - g21:.4e} eV")
dip_min = 2 * np.sqrt(g21**3 / (g31 + 2 * g21))
print(f"Smallest control Rabi energy for a dip: {dip_min:.3e} eV")
print(f"Im chi, line centre, no control: {chi_bare:.4e} (no unit)")
print(f"Absorption coefficient there: {wave_number * chi_bare:.4e} angstrom^-1")
print("Absorptions below are relative to that bare line centre (no unit)")
for control in controls:
    w = control / g31
    print(f"Control Rabi energy: {control:.1e} eV, over g31: {w:.4f}")
    root = np.sqrt(complex((1 - ground)**2 - w**2))
    if w < 1 - ground:
        wide = (1 + ground + root.real) / 2 * g31
        slim = (1 + ground - root.real) / 2 * g31
        print(f"  pole half widths: {wide:.4e}, {slim:.4e} eV")
        names = "broad, narrow line"
    else:
        print(f"  pole positions: +/-{root.imag / 2 * g31:.4e} eV, "
              f"half width {(1 + ground) / 2 * g31:.4e} eV")
        names = "plain doublet, interference"
    parts = pole_parts(0.0, 1, ground, w)
    print(f"  centre parts ({names}): {parts[0]:.5f}, {parts[1]:.5f}")
    print(f"  absorption at centre: {absorption(0, 1, ground, w):.3e}")
    peak = peak_position(1, ground, w)
    print(f"  maxima at: +/-{peak * g31:.4e} eV, "
          f"height {absorption(peak, 1, ground, w):.4f}")
    width = window_width(1, ground, w) * g31
    print(f"  window width: {width:.4e} eV = {width / hartree:.4e} hartree")
    print(f"  window formula for g21=0: {ideal_width(g31, control):.4e} eV")
    equal_peak = peak_position(1, 1, w)
    contrast = absorption(0, 1, 1, w) / absorption(equal_peak, 1, 1, w)
    print(f"  centre/maximum if g21 were g31: {contrast:.4f}")
w = controls[0] / g31
peak = peak_position(1, ground, w)
full = master_response(w / 20, w, peak, 0, rate1 / g31, rate2 / g31,
                       ground).imag
change = full / absorption(peak, 1, ground, w) - 1
print(f"Probe Rabi energy for finite-probe check: {controls[0] / 20:.1e} eV")
print(f"Change of peak absorption, weakest control: {100 * change:.3f} percent")
print("success")
```

Output:

```
Transition energies 3-1, 3-2: 2.0, 1.9 eV
Transition dipole, both: 1.0 e angstrom
Number density: 1.0e-14 angstrom^-3
Radiative width 3 to 1: 1.9990e-08 eV
Radiative width 3 to 2: 1.7139e-08 eV
Total width Gamma: 3.7130e-08 eV
Coherence decay g31: 1.8565e-08 eV
Coherence decay g21: 1.0e-11 eV
Pole threshold g31-g21: 1.8555e-08 eV
Smallest control Rabi energy for a dip: 4.639e-13 eV
Im chi, line centre, no control: 9.7470e-05 (no unit)
Absorption coefficient there: 9.8790e-08 angstrom^-1
Absorptions below are relative to that bare line centre (no unit)
Control Rabi energy: 4.0e-09 eV, over g31: 0.2155
  pole half widths: 1.8347e-08, 2.2814e-10 eV
  centre parts (broad, narrow line): 1.02407, -0.97972
  absorption at centre: 4.435e-02
  maxima at: +/-2.0228e-09 eV, height 0.9995
  window width: 4.2558e-10 eV = 1.5640e-11 hartree
  window formula for g21=0: 4.2603e-10 eV
  centre/maximum if g21 were g31: 1.0000
Control Rabi energy: 2.0e-08 eV, over g31: 1.0773
  pole positions: +/-3.7322e-09 eV, half width 9.2874e-09 eV
  centre parts (plain doublet, interference): 1.72100, -1.71914
  absorption at centre: 1.853e-03
  maxima at: +/-1.0005e-08 eV, height 0.9995
  window width: 8.7235e-09 eV = 3.2058e-10 hartree
  window formula for g21=0: 8.7235e-09 eV
  centre/maximum if g21 were g31: 1.0000
Control Rabi energy: 2.0e-07 eV, over g31: 10.7731
  pole positions: +/-9.9569e-08 eV, half width 9.2874e-09 eV
  centre parts (plain doublet, interference): 0.01724, -0.01722
  absorption at centre: 1.856e-05
  maxima at: +/-1.0000e-07 eV, height 0.9995
  window width: 1.8229e-07 eV = 6.6992e-09 hartree
  window formula for g21=0: 1.8229e-07 eV
  centre/maximum if g21 were g31: 0.0661
Probe Rabi energy for finite-probe check: 2.0e-10 eV
Change of peak absorption, weakest control: -0.233 percent
success
```
